# Extracting dc conductivity from broadened Kubo-Greenwood sums in disordered supercells

## What a single broadening gives

A Kubo-Greenwood sum over the levels of a finite cell needs a broadening $\eta$, and the answer depends on it. For one set of 720-site disordered cells, treated below, the sum gives 4228 S/cm at $\eta=0.0012$ eV, 8081 S/cm at 0.0195 eV and 3070 S/cm at 0.67 eV. The dc conductivity extracted from the same cells is about 9280 S/cm, which no value of $\eta$ in the scan reaches. Reading off the maximum gives a result 13% too low, and taking $\eta\to0$ gives zero.

Two errors act against each other. A small $\eta$ resolves the gaps between discrete levels; a large $\eta$ smears the Drude peak. Both have known forms, so both can be removed.

## The sum and its meaning

Take independent electrons with two spin states in a cell of volume $V$. The one-electron Hamiltonian $H$ is real, with levels $E_n$ and occupations $f_n$. Write $\Delta=E_m-E_n$ and $q_{nm}=(f_n-f_m)/\Delta$, which becomes $-f'(E_n)$ when the energies coincide. The broadened sum is

$$\sigma_\eta=\frac{2\pi e^2\hbar}{V}\sum_{nm}q_{nm}|v_{nm}|^2\,\frac{\eta/\pi}{\Delta^2+\eta^2}, \tag{1}$$

where $v$ is the velocity along the field and $\eta$ is the half-width at half-maximum, an energy.

This broadening has a physical meaning. Apply a force $F(t)=F_0e^{\eta t/\hbar}$ through a shift $\kappa$ of the wave number, so that $\hbar\dot\kappa=-F$ and $\kappa=-F/\eta$. With $H''=\partial^2H/\partial\kappa^2$ at $\kappa=0$, the Hamiltonian to first order is $H-\hbar\kappa v$, and the velocity operator is $v-\kappa H''/\hbar$. The linearized equation of motion of the density matrix is

$$i\hbar\,\delta\dot\rho_{mn}=\Delta\,\delta\rho_{mn}-\hbar\kappa v_{mn}(f_n-f_m).$$

Since everything grows as $e^{\eta t/\hbar}$, the left side is $i\eta\,\delta\rho_{mn}$, and

$$\delta\rho_{mn}=\hbar\kappa v_{mn}\frac{f_n-f_m}{\Delta-i\eta}.$$

Multiply by $v_{nm}$ and sum. In $1/(\Delta-i\eta)=(\Delta+i\eta)/(\Delta^2+\eta^2)$ the $i\eta$ part cancels, because $f_n-f_m$ changes sign when $n$ and $m$ are exchanged. Adding the explicit term in $\kappa$, with $T=\sum_nf_n\langle n|H''|n\rangle$, gives

$$\langle v\rangle=\hbar\kappa\sum_{nm}q_{nm}|v_{nm}|^2\frac{\Delta^2}{\Delta^2+\eta^2}-\frac{\kappa T}{\hbar}.$$

Now insert $\kappa=-F/\eta$ and $\Delta^2/(\Delta^2+\eta^2)=1-\eta^2/(\Delta^2+\eta^2)$. The charge enters twice, in the force and in the current, so the conductivity is $(2e^2/V)\langle v\rangle/F$:

$$\sigma(i\eta)=\sigma_\eta+\frac{D_s}{\eta},\qquad D_s=\frac{2e^2}{V\hbar}\Big[T-\hbar^2\sum_{nm}q_{nm}|v_{nm}|^2\Big]. \tag{2}$$

By second-order perturbation theory the bracket equals $\sum_nf_n\,\partial^2E_n/\partial\kappa^2$. Thus $D_s$ is the stiffness of the closed cell against a twist of its boundaries at fixed occupations. It is a finite-size term that (1) leaves out.

Equation (2) was tested by integrating the density matrix in time for a disordered eight-site ring. The response was 0.19415 in model units. The sum contributes 0.21891 and the stiffness, obtained from finite differences of the levels, $-0.02475$; together they give 0.19416.

In the large cells, $D_s$ is reduced by averaging over periodic and antiperiodic boundaries in each direction, all of which keep $H$ real. The ratio $\hbar^2\sum q|v|^2/T$, averaged over cells and directions, is 1 to the four digits computed. For this set of cells the leftover is therefore below $5\times10^{-4}$ of $T$. In a single cell the ratio can differ from 1 by a few per cent in either direction, so an average over 16 cells can easily leave $10^{-3}$ or more. The small value here is partly chance, and the ratio must be checked for each new set. For a single Drude peak the conductivity sum rule gives $\sigma_0\Gamma\approx2e^2T/(V\hbar)$, so the omitted term is below $5\times10^{-4}\,\Gamma/\eta$ relative to $\sigma_0$. At the lower end of the fit used below, where $\Gamma/\eta\approx17$, this is less than 1%.

## Upper edge: the scattering rate

Equation (1) is the finite-frequency conductivity $\sigma(\varepsilon)$, with $\varepsilon=\hbar\omega$, averaged with a Lorentzian. Suppose that $\sigma(\varepsilon)=\sigma_0\Gamma^2/(\varepsilon^2+\Gamma^2)$, where $\Gamma=\hbar/\tau$ is the transport rate as an energy. Partial fractions give

$$\frac{1}{(\varepsilon^2+\Gamma^2)(\varepsilon^2+\eta^2)}=\frac{1}{\Gamma^2-\eta^2}\left[\frac1{\varepsilon^2+\eta^2}-\frac1{\varepsilon^2+\Gamma^2}\right].$$

The two integrals over $\varepsilon$ are $\pi/\eta$ and $\pi/\Gamma$, so the whole integral is $\pi/[\eta\Gamma(\Gamma+\eta)]$. Multiplication by $\sigma_0\Gamma^2\eta/\pi$ yields

$$\sigma_\eta=\frac{\sigma_0}{1+\eta/\Gamma}. \tag{3}$$

The relative error is $-\eta/\Gamma$ to first order, so $\eta=\Gamma/10$ already costs 9%. The resistivity $1/\sigma_\eta$, however, is a straight line in $\eta$, which is why the extrapolation is done on the resistivity. Interband transitions or a strongly energy-dependent rate would bend the line, and the fit must then be confined to smaller $\eta$.

## Lower edge: the level spacing

Let $\delta$ be the mean spacing of levels of one spin near the Fermi energy. With real eigenvectors the velocity matrix is imaginary and antisymmetric, so $v_{nn}=0$: a level makes no contribution with itself. Levels of a disordered metallic cell also repel, so close partners are scarce.

Assume that $|v_{nm}|^2$ is statistically independent of the gap when the gap is a few $\delta$. This requires $\delta$ to be far below both $\Gamma$ and the energy $\hbar D(2\pi/L)^2$ at which diffusion, with constant $D$, explores a cell of edge $L$. The density of partners at distance $r\delta$ is then $[1-Y_2(r)]/\delta$. For $Y_2$ we take the cluster function of the Gaussian orthogonal ensemble,

$$Y_2(r)=s^2+\frac{ds}{dr}\int_r^\infty s(u)\,du,\qquad s(r)=\frac{\sin\pi r}{\pi r},\quad r>0,$$

continued evenly to $r<0$. This random-matrix result is an input here, and the cells test its consequence. Equation (1) is reduced by the factor

$$F(x)=1-\int_{-\infty}^{\infty}Y_2(r)\,\frac{x/\pi}{r^2+x^2}\,dr,\qquad x=\eta/\delta. \tag{4}$$

Its behaviour at large $x$ follows from two properties. First, $\int Y_2\,dr=1$: around a given level one level is missing, namely itself. Second, at large $r$ we have $s'\approx\cos(\pi r)/r$ and $\int_r^\infty s\,du\approx\cos(\pi r)/(\pi^2r)$. Hence $Y_2\approx(\sin^2\pi r+\cos^2\pi r)/(\pi^2r^2)=1/(\pi^2r^2)$. Write $x^2/(r^2+x^2)=1-r^2/(r^2+x^2)$ in (4):

$$1-F=\frac1{\pi x}\left[1-\int Y_2\frac{r^2}{r^2+x^2}dr\right]\approx\frac1{\pi x}\left[1-\frac1{\pi^2}\int\frac{dr}{r^2+x^2}\right]=\frac1{\pi x}-\frac1{(\pi x)^2}.$$

To this order

$$F(x)\approx\frac{1}{1+1/(\pi x)}. \tag{5}$$

Direct quadrature of (4) agrees with (5) within 3% at $x=1$, 3 and 10. The leading relative error of the raw sum is thus $-\delta/(\pi\eta)$: 8% at $\eta=4\delta$ and still 3% at $\eta=10\delta$.

A magnetic field or a general boundary twist makes $H$ complex. Diagonal terms $-f'(E_n)|v_{nn}|^2/(\pi\eta)$ then appear and the level statistics change, so (4) no longer applies. It also fails if an unbroken symmetry divides the levels into independent families, or if the states are localized within the cell.

## The window and the best single broadening

Combining the two edges gives

$$\sigma_\eta\approx\sigma_0\,\frac{F(\eta/\delta)}{1+\eta/\Gamma},\qquad \frac{\delta}{\pi}\ll\eta\ll\Gamma. \tag{6}$$

The product form is an approximation with an error of its own. Level repulsion removes an area $\sigma_0\delta$ from the Drude peak, which is a fraction $\delta/(\pi\Gamma)$ of the whole. The conductivity sum rule does not allow this weight to vanish, so it must reappear at other energy differences. Where it reappears decides the sign and the exact size of the error, which (6) does not determine. We therefore use $\delta/(\pi\Gamma)$ only as a scale for the relative error.

With (5), the inverse of (6) becomes

$$\frac{\sigma_0}{\sigma_\eta}\approx1+\frac{\delta}{\pi\Gamma}+\frac{\eta}{\Gamma}+\frac{\delta}{\pi\eta}.$$

Setting the derivative $1/\Gamma-\delta/(\pi\eta^2)$ to zero locates the maximum of $\sigma_\eta$:

$$\eta^*=\sqrt{\frac{\delta\Gamma}{\pi}},\qquad \frac{\sigma_{\eta^*}}{\sigma_0}=\left(1+\sqrt{\frac{\delta}{\pi\Gamma}}\right)^{-2}. \tag{7}$$

Within (6), then, even the best single broadening is biased low, by about $2\sqrt{\delta/(\pi\Gamma)}$. To bring this to 1% one needs $\Gamma/\delta\approx4/(\pi\times10^{-4})\approx1.3\times10^4$. Since $\delta\propto1/V$, the bias falls only as $V^{-1/2}$. The scale $\delta/(\pi\Gamma)$ of the product error falls as $V^{-1}$.

## Algorithm

1. Diagonalize several disordered cells under all combinations of periodic and antiperiodic boundaries. Use unequal edges to avoid needless degeneracies.
2. Compute $\sigma_\eta$ from (1) for a set of broadenings and average over cells. Obtain $\delta$ from the average of $\sum_n[-f'(E_n)]=1/\delta$.
3. Form $R(\eta)=F(\eta/\delta)/\sigma_\eta$ and fit $R=R_0+R_1\eta$ to relative accuracy between about $4\delta$ and $\Gamma$.
4. Read off $\sigma_0=1/R_0$ and $\Gamma=R_0/R_1$. If $\Gamma$ is unknown beforehand, repeat the fit with the new upper limit until it settles.
5. Repeat the fit with each of the $n$ samples left out in turn. With $\sigma_0^{(i)}$ the results and $\bar\sigma_0$ their mean, the jackknife error is $\big[\tfrac{n-1}{n}\sum_i(\sigma_0^{(i)}-\bar\sigma_0)^2\big]^{1/2}$.
6. If the fitted $\Gamma$ is not many times $\delta$, reject the result and enlarge the cell.

In a first-principles calculation $v=(i/\hbar)[H,x]$ must include the commutator with any nonlocal potential. Equation (4) applies to a disordered cell without magnetism or spin-orbit coupling, at wave vectors that equal their own negatives up to a reciprocal lattice vector. There time reversal makes $H$ real and $v_{nn}=0$.

## The Boltzmann reference

The Anderson model has nearest-neighbour hopping $-t$ on a simple cubic lattice and independent site energies $\epsilon_j$, uniform over a width $W$. Their variance is $W^2/12$. Between Bloch states of an $N$-site cell, the matrix element $N^{-1}\sum_j\epsilon_je^{i(\mathbf k-\mathbf k')\cdot\mathbf r_j}$ has mean square $W^2/(12N)$. The golden rule then gives

$$\Gamma=2\pi\,\frac{W^2}{12}\,\rho(E), \tag{8}$$

with $\rho$ the density of states per site and spin. The scattering is independent of direction.

In a field $\mathcal E$ along $x$, the change $g$ of the distribution obeys $-e\mathcal E v_xf'=-g/\tau$. The scattering-in term is the average of $g$ over the energy surface, which vanishes because $v_x$ is odd in $\mathbf k$. The transport rate is therefore the decay rate (8). With $g=e\mathcal E\tau v_xf'$, the current density $-(2e/V)\sum_{\mathbf k}v_xg$ gives

$$\sigma_B=2e^2\hbar\int dE\,(-f')\,\frac{\Phi(E)}{\Gamma(E)},\qquad \Phi=\frac1V\sum_{\mathbf k}v_x^2\,\delta(E-E_{\mathbf k}). \tag{9}$$

This is the leading order in weak disorder. A second reference is the coherent-potential approximation (CPA). It replaces the site energies by a complex self-energy $\Sigma(E)$, chosen so that a real site embedded in the effective medium scatters nothing on average. In the Kubo-Greenwood formula each $\delta(E-H)$ becomes $-\mathrm{Im}\,G/\pi$ with $G=1/(E-\Sigma-E')$, so that

$$\sigma_{\rm CPA}=\frac{2e^2\hbar}{\pi}\int dE(-f')\int dE'\,\Phi(E')\,[\mathrm{Im}\,G]^2.$$

For weak disorder $\mathrm{Im}\,\Sigma=-\Gamma/2$ and $\int(\mathrm{Im}\,G)^2dE'=\pi/\Gamma$, which restores (9). Averaging the two factors $\delta(E-H)$ separately is justified within the CPA: the correlation between them that comes from scattering at a common site involves a sum of $v_x$ over $\mathbf k$ at fixed band energy, which vanishes because $v_x$ is odd. The CPA includes repeated scattering from one site but no interference between paths through different sites.

## Worked example

Take $t=0.5$ eV, lattice constant $a=0.27$ nm, $W=1.5$ eV and half filling. A Fermi smearing of 0.1 eV serves as a numerical energy average. There are 16 cells of $8\times9\times10$ sites, two for each boundary combination, and $\sigma_\eta$ is averaged over the three directions.

The clean density of states at the band centre is 0.2853 per eV, site and spin. Equation (8) gives

$$\Gamma=2\pi\times\frac{1.5^2}{12}\times0.2853\ \text{eV}=0.336\ \text{eV}.$$

The measured spacing is $\delta=0.00521$ eV, so $\Gamma/\delta=64.5$ and the window is open. Equation (7) gives $\eta^*=\sqrt{0.00521\times0.336/\pi}=0.0236$ eV and a peak at 0.873 of $\sigma_0$; the highest point of the scan is at 0.871.

| $\eta$ (eV) | $\sigma_\eta/\sigma_0$ | Eq. (6) |
|---|---|---|
| 0.0024 | 0.609 | 0.597 |
| 0.0049 | 0.743 | 0.737 |
| 0.0195 | 0.871 | 0.871 |
| 0.108 | 0.746 | 0.746 |
| 0.672 | 0.331 | 0.333 |

The last column uses (4) and the golden-rule $\Gamma$. The fit covers 0.0195 to 0.336 eV, so agreement there partly reflects the fitted $\sigma_0$; the first two rows and the last lie outside it. A comparison free of $\sigma_0$ is the ratio of the first row to the third: $5647/8081=0.699$, against 0.685 from (6).

The extrapolation gives $\sigma_0=9280\pm180$ S/cm, or $108\pm2$ µΩ cm. The slope gives $\Gamma=0.336$ eV, which confirms that the window is open. The agreement with (8) to three digits should not be read as precision: (8) is the leading order, and disorder has already lowered the density of states by 7%, since the clean spacing would be $1/(720\times0.2853)=0.00487$ eV. The scale of the product error, $\delta/(\pi\Gamma)$, is 0.5%, well inside the statistical error.

Boltzmann gives 8870 S/cm (113 µΩ cm) and the CPA 9215 S/cm. The extracted value is 5% above the first and 1% above the second. The CPA itself lies 3.9% above Boltzmann, so the excess over Boltzmann is comparable with the single-site corrections to the weak-disorder limit, which include the broadening of the levels as well as repeated scattering.

With the cell size kept and $W$ reduced to 1.0 eV, eight cells give $20700\pm340$ S/cm against 19960 S/cm from Boltzmann. The fitted rate is 0.150 eV against 0.149 eV. The 4% excess is about twice the jackknife error. With one cell per boundary combination, that error mixes disorder noise with systematic differences between boundary conditions, and the sum-rule ratio was not examined for this set. Single-site corrections of the kind contained in the CPA also raise the conductivity above Boltzmann and account for part of the excess. The mean free path is now about 2.4 nm, comparable with the cell edges, so a finite-size contribution cannot be excluded.

For $W=0.25$ eV in cells of $7\times8\times9$ sites, $\Gamma/\delta$ is 1.35 and the window is closed. The highest $\sigma_\eta$ in the scan is 0.44 of the Boltzmann value. The curve still has a maximum, so a maximum alone is no evidence of convergence.

## What the number leaves out

The resistivity lies in the rough regime of disordered TiN films, of order 100 µΩ cm, and $a$ is roughly the cube root of the TiN volume per formula unit. The rest is a model: one half-filled band replaces the several bands of TiN, and $W$ was chosen to reach this regime, not derived from real defects. Another assumption that fails at room temperature is the static lattice. With a rough electron-phonon coupling $\lambda=0.6$, the classical estimate $2\pi\lambda k_BT$ at 300 K is 0.097 eV, or 29% of $\Gamma$. If the rates add, the resistivity of this model rises to about 140 µΩ cm. The increase in TiN itself would depend on the Drude weight of its own bands. For a lattice as stiff as that of TiN, classical phonons are a crude assumption at 300 K.

Two other effects that can be estimated are smaller. Within Boltzmann theory, the 0.1 eV smearing lowers the conductivity by 0.9% relative to 300 K. The relative change of the conductivity due to bulk weak localization is estimated from the standard leading diffusive expression $-1/(2\pi^3\rho_V\hbar D\ell)$, where $\rho_V$ is the density of states per volume and spin. Its cutoff is the inverse of the mean free path $\ell=1.06$ nm, and it amounts to $-0.8\%$. The cutoff of 0.94 nm$^{-1}$ is a convention, so this is only a rough size. The smallest nonzero wave number of the cell, $2\pi/(10a)=2.3$ nm$^{-1}$, lies above it, so the cell does not resolve the long-wavelength range on which the estimate rests. Electron-electron interaction and grain boundaries are absent and have not been sized. The full scan is in the numerical output.

## Calculated quantities

```
hopping t: 0.5 eV
lattice constant a: 0.27 nm
disorder width W: 1.5 eV
Fermi smearing: 0.1 eV
cell (8, 9, 10) sites 720 samples 16
conductivity unit e^2/(hbar a): 9015 S/cm
clean DOS at centre: 0.2853 1/(eV site spin)
golden-rule Gamma: 0.3362 eV
level spacing delta: 0.005212 eV
Gamma/delta: 64.5
ring: real-time response: 0.19415 (model units)
ring: Kubo-Greenwood part: 0.218909 (model units)
ring: stiffness part: -0.0247493 (model units)
sum-rule ratio, cells: 1
eta (eV) | sigma_eta (S/cm) | sigma_eta/sigma0 | law
0.00122 | 4228 | 0.456 | 0.441
0.00243 | 5647 | 0.609 | 0.597
0.00487 | 6892 | 0.743 | 0.737
0.00973 | 7725 | 0.833 | 0.831
0.01947 | 8081 | 0.871 | 0.871
0.03442 | 8025 | 0.865 | 0.865
0.06085 | 7645 | 0.824 | 0.824
0.10757 | 6923 | 0.746 | 0.746
0.19016 | 5877 | 0.634 | 0.633
0.33617 | 4615 | 0.497 | 0.498
0.67233 | 3070 | 0.331 | 0.333
best single eta (law): 0.0236 eV
peak/sigma0, law: 0.873
peak/sigma0, cells: 0.871
extracted sigma0: 9276 S/cm
jackknife error: 1.8e+02 S/cm
extracted resistivity: 107.8 uOhm cm
Gamma from slope: 0.336 eV
Boltzmann sigma: 8873 S/cm
Boltzmann resistivity: 112.7 uOhm cm
CPA sigma: 9215 S/cm
extracted/Boltzmann: 1.05
extracted/CPA: 1.01
weaker W: 1 eV
  golden-rule Gamma: 0.149 eV
  Gamma from slope: 0.15 eV
  extracted sigma0: 2.07e+04 S/cm
  jackknife error: 3.4e+02 S/cm
  Boltzmann sigma: 1.996e+04 S/cm
closed window: cell (7, 8, 9) W = 0.25 eV
  Gamma/delta: 1.35
  highest sigma_eta/Boltzmann: 0.44
mean free path: 1.06 nm
neglected: CPA/Boltzmann - 1: 3.9 %
neglected: bulk weak localization: -0.82 %
smearing instead of 300 K: -0.91 %
rough phonon coupling (input): 0.6
phonon rate at 300 K, rough: 0.097 eV
phonon rate/Gamma: 0.29
```
